# Surface-wave speed on a cubic (001) face along [100]: silicon: test program

```python
"""Surface wave on the (001) face of a cubic crystal, propagating along [100].

Result under test: X = rho v^2 is the only root in 0 < X < C44 of
    X sqrt(C11 C44 (C11-X)) = sqrt(C44-X) (C11^2 - C12^2 - C11 X).
C11, C12, C44: elastic constants; rho: density; v: speed; k: wavenumber.
The crystal fills z > 0; fields vary as exp(-k q z) exp(i k (x - v t)).
Independent roads: a Ritz calculation in depth with Laguerre functions, and
the surface impedance built from the full stiffness tensor.
Moduli are in GPa; lengths in the field calculation are in units of 1/k.
"""
import numpy as np
from scipy.constants import giga, micro, nano, kilo, mega
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_laguerre


def mismatch(X, c11, c12, c44):
    return (X * np.sqrt(c11 * c44 * (c11 - X))
            - np.sqrt(c44 - X) * (c11**2 - c12**2 - c11 * X))


def solve_speed_equation(c11, c12, c44):
    return brentq(mismatch, 0.0, c44, args=(c11, c12, c44), xtol=1e-13)


def cubic_tensor(c11, c12, c44, angle=0.0):
    """Stiffness tensor, x axis turned by angle (rad) from [100] in (001)."""
    d = np.eye(3)
    C = (c12 * np.einsum('ij,kl->ijkl', d, d)
         + c44 * (np.einsum('ik,jl->ijkl', d, d)
                  + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        C[i, i, i, i] += c11 - c12 - 2 * c44
    co, si = np.cos(angle), np.sin(angle)
    R = np.array([[co, si, 0], [-si, co, 0], [0, 0, 1.0]])
    return np.einsum('ai,bj,ck,dl,ijkl->abcd', R, R, R, R, C)


def sagittal(C):
    """Keep only the x and z components of a stiffness tensor."""
    return C[np.ix_([0, 2], [0, 2], [0, 2], [0, 2])]


def partial_waves(C, X):
    """Decaying waves exp(ik(x+pz)): p, displacements, tractions/(ik)."""
    n = C.shape[0]
    Q = C[:, 0, :, 0] - X * np.eye(n)
    R = C[:, 0, :, -1]
    Tinv = np.linalg.inv(C[:, -1, :, -1])
    N = np.block([[-Tinv @ R.T, Tinv], [R @ Tinv @ R.T - Q, -R @ Tinv]])
    p, vec = np.linalg.eig(N)
    keep = np.argsort(-p.imag)[:n]
    return p[keep], vec[:n, keep], vec[n:, keep]


def lowest_impedance(X, C, load=None):
    """Smallest eigenvalue of the Hermitian surface impedance."""
    p, disp, trac = partial_waves(C, X)
    Z = -1j * trac @ np.linalg.inv(disp)
    Z = (Z + Z.conj().T) / 2
    if load is not None:
        Z = Z - load(X)
    return np.linalg.eigvalsh(Z)[0]


def impedance_root(C, c44, load=None):
    return brentq(lowest_impedance, 0.5 * c44, 0.85 * c44,
                  args=(C, load), xtol=1e-12)


def bulk_limit_scan(C2):
    """Least rho v^2 of bulk sagittal waves with the same k along x."""
    p = np.linspace(0, 1.5, 2001)[:, None, None]
    R = C2[:, 0, :, 1]
    M = C2[:, 0, :, 0] + p * (R + R.T) + p**2 * C2[:, 1, :, 1]
    return np.linalg.eigvalsh(M)[:, 0].min()


def bulk_limit_formula(c11, c12, c44):
    def gap(X):
        return (np.sqrt(c11 * (c11 - X)) + np.sqrt(c44 * (c44 - X))
                - c12 - c44)
    return c44 if gap(c44) >= 0 else brentq(gap, 0, c44)


# ---------- many cubic crystals: identity, root, uniqueness, decay limit
rng = np.random.default_rng(4)
n_crystals = 60
for _ in range(n_crystals):
    c11, c12, c44 = 1.0, rng.uniform(0.05, 0.7), rng.uniform(0.1, 0.9)
    C2 = sagittal(cubic_tensor(c11, c12, c44))
    root = solve_speed_equation(c11, c12, c44)
    limit = bulk_limit_scan(C2)
    assert abs(limit - bulk_limit_formula(c11, c12, c44)) < 1e-5
    assert root < limit
    assert abs(lowest_impedance(root, C2)) < 1e-6
    signs = np.sign(mismatch(np.linspace(0, c44, 400), c11, c12, c44))
    assert np.count_nonzero(np.diff(signs)) == 1
    X = 0.5 * root
    p, disp, trac = partial_waves(C2, X)
    q = -1j * p
    direct = np.linalg.det(trac / disp[0])
    a, b = c11 - X, c44 - X
    P = np.sqrt(a * b / (c11 * c44))
    F = P * (c11 * a - c12**2) - a * X
    reduced = 1j * c44 * (q[1] - q[0]) * F / (P * (c12 + c44))
    assert abs(direct - reduced) < 1e-6

# ---------- isotropic limit with equal Lame constants
iso = solve_speed_equation(3.0, 1.0, 1.0)
classical = brentq(lambda y: (2 - y)**2
                   - 4 * np.sqrt((1 - y) * (1 - y / 3)), 0.1, 0.99)
assert abs(iso - classical) < 1e-9
assert abs(iso - (2 - 2 / np.sqrt(3))) < 1e-9

# ---------- silicon, rough room-temperature constants
C11, C12, C44, rho = 165.7, 63.9, 79.6, 2329.0
wavelength, wafer = 20 * micro, 500 * micro


def speed(X, density=rho):
    return np.sqrt(X * giga / density)


XR = solve_speed_equation(C11, C12, C44)
v = speed(XR)
a, b, m = C11 - XR, C44 - XR, C12 + C44
P = np.sqrt(a * b / (C11 * C44))
S = (C11 * a + C44 * b - m**2) / (C11 * C44)
q_sum = np.sqrt(S + 2 * P)
q1 = q_sum / 2 + 1j * np.sqrt(P - q_sum**2 / 4)
q2 = np.conj(q1)
ratio = a * q_sum / (C12 * P - a)
XL = bulk_limit_formula(C11, C12, C44)
assert abs(v / kilo - 4.92) < 0.005

# Ritz calculation: displacement (U(z), i W(z)) exp(ix), free surface natural
n_basis, beta = 40, 1.3
D = -beta * (0.5 * np.eye(n_basis) + np.triu(np.ones((n_basis,) * 2), 1))
one = np.eye(n_basis)
UW = C12 * D - C44 * D.T
K = np.block([[C11 * one + C44 * D.T @ D, UW],
              [UW.T, C11 * D.T @ D + C44 * one]])
energies, modes = eigh(K)
X_ritz, mode = energies[0], modes[:, 0]
U0 = np.sqrt(beta) * mode[:n_basis].sum()
W0 = np.sqrt(beta) * mode[n_basis:].sum()
assert abs(X_ritz - XR) < 1e-7
assert abs(W0 / U0 - ratio) < 1e-5

# impedance of the full three-component problem
C_si = cubic_tensor(C11, C12, C44)
X_imp = impedance_root(C_si, C44)
assert abs(X_imp - XR) < 1e-7

# depth profile from the two partial waves against the Ritz profile
g1, g2 = [(a - C44 * q**2) / (q * m) for q in (q1, q2)]
A1, A2 = q2 + g2, -(q1 + g1)


def horizontal(z):
    return ((A1 * np.exp(-q1 * z) + A2 * np.exp(-q2 * z)) / (A1 + A2)).real


def vertical(z):
    return ((A1 * g1 * np.exp(-q1 * z) + A2 * g2 * np.exp(-q2 * z))
            / (A1 + A2)).real


z = np.linspace(0, 12, 121)
phi = np.array([np.sqrt(beta) * np.exp(-beta * z / 2)
                * eval_laguerre(n, beta * z) for n in range(n_basis)])
profile_error = max(
    np.abs(mode[:n_basis] @ phi / U0 - horizontal(z)).max(),
    np.abs(mode[n_basis:] @ phi / U0 - vertical(z)).max())
assert profile_error < 1e-5
first = np.nonzero(np.diff(np.sign(horizontal(z))))[0][0]
z_zero = brentq(horizontal, z[first], z[first + 1])

# squared form of the speed equation: a cubic polynomial in X
Kc = np.poly1d([-C11, C11**2 - C12**2])
cubic = (np.poly1d([-1, C44]) * Kc * Kc
         - C11 * C44 * np.poly1d([1, 0, 0]) * np.poly1d([-1, C11]))
cubic_roots = cubic.roots
assert np.min(np.abs(cubic_roots - XR)) < 1e-7

# isotropic formula misused with the crystal's own C11 and C44
X_naive = solve_speed_equation(C11, C11 - 2 * C44, C44)

# ---------- neglected effects, sized for the example
k = 2 * np.pi / wavelength


def percent(X_new, density=rho):
    return 100 * (speed(X_new, density) / v - 1)


turned = {deg: percent(impedance_root(
    cubic_tensor(C11, C12, C44, np.radians(deg)), C44)) for deg in (1, 5)}


def film_load(kh, density, membrane, shear):
    stiffness = np.diag([membrane, shear, 0.0])
    return lambda X: kh * (X * density / rho * np.eye(3) - stiffness)


# a film of the crystal itself must not shift the speed at first order
kh_test = 1e-3
own = film_load(kh_test, rho, C11 - C12**2 / C11, C44)
own_shift = speed(impedance_root(C_si, C44, own)) / v - 1
assert abs(own_shift) < 10 * kh_test**2

film, E_al, nu_al, rho_al = 100 * nano, 70.0, 0.35, 2700.0
al = film_load(k * film, rho_al, E_al / (1 - nu_al**2),
               E_al / (2 * (1 + nu_al)))
film_shift = percent(impedance_root(C_si, C44, al))

heating, c_slope, rho_slope = 60.0, -60e-6, -8e-6
soft = 1 + c_slope * heating
heat_shift = percent(solve_speed_equation(C11 * soft, C12 * soft, C44 * soft),
                     rho * (1 + rho_slope * heating))

bulk, shear_prime, drop = (C11 + 2 * C12) / 3, (C11 - C12) / 2, 0.02
sp = shear_prime * (1 - drop)
dope_shift = percent(solve_speed_equation(bulk + 4 * sp / 3,
                                          bulk - 2 * sp / 3, C44))

rho_air, c_air = 1.2, 343.0
cos_air = np.sqrt(1 - (c_air / v)**2)
Q_air = rho * v * cos_air / (rho_air * c_air * W0**2)
back_face = np.exp(-k * wafer * q1.real)
lattice = 0.543 * nano
lattice_shift = (k * lattice)**2 / 24

sens = []
for i in range(3):
    up, down = [C11, C12, C44], [C11, C12, C44]
    up[i] *= 1.001
    down[i] *= 0.999
    sens.append(np.log(solve_speed_equation(*up)
                       / solve_speed_equation(*down)) / 2 / np.log(1.001 / 0.999) )

# ---------- output
print(f"Input C11, C12, C44: {C11}, {C12}, {C44} GPa")
print(f"Input density: {rho:.0f} kg/m^3")
print(f"Anisotropy 2 C44/(C11-C12): {2*C44/(C11-C12):.3f}")
print(f"Root X = rho v^2: {XR:.4f} GPa")
print(f"X from Ritz calculation: {X_ritz:.4f} GPa")
print(f"X from surface impedance: {X_imp:.4f} GPa")
print(f"Left side of speed equation: "
      f"{XR*np.sqrt(C11*C44*a):.1f} GPa^(5/2)")
print(f"Right side of speed equation: "
      f"{np.sqrt(b)*(C11**2-C12**2-C11*XR):.1f} GPa^(5/2)")
print(f"Surface-wave speed: {v/kilo:.4f} km/s")
print(f"Bulk shear speed along [100]: {speed(C44)/kilo:.3f} km/s")
print(f"Decay limit X_L: {XL:.3f} GPa")
print(f"Speed at decay limit: {speed(XL)/kilo:.3f} km/s")
for i, r in enumerate(cubic_roots, 1):
    print(f"Root {i} of squared equation: {r.real:.3f} {r.imag:+.3f}i GPa")
print(f"a = C11-X, b = C44-X: {a:.3f}, {b:.3f} GPa")
print(f"q1^2+q2^2: {S:.4f}; P = q1 q2: {P:.4f}")
print(f"q1, q2: {q1.real:.4f} +/- {q1.imag:.4f} i")
print(f"Surface ratio W/(iU): {ratio:.4f}")
print(f"Largest profile difference from Ritz: {profile_error:.1e}")
print(f"Isotropic test X/C44 (C11=3,C12=C44=1): {iso:.6f}")
print(f"Cubic crystals tested: {n_crystals}")
print(f"Isotropic formula, same C11 and C44: {speed(X_naive)/kilo:.3f} km/s")
print(f"Error of that formula: {percent(X_naive):.2f} %")
print(f"Wavelength: {wavelength/micro:.0f} um")
print(f"Frequency: {v/wavelength/mega:.1f} MHz")
print(f"1/e depth of envelope: {1/(k*q1.real)/micro:.2f} um")
print(f"Depth where horizontal motion vanishes: {z_zero/k/micro:.2f} um")
print(f"d ln v/d ln C11, C12, C44: "
      f"{sens[0]:.3f}, {sens[1]:.3f}, {sens[2]:.3f}")
for deg, shift in turned.items():
    print(f"Speed shift, direction off by {deg} deg: {shift:.4f} %")
print(f"Al film {film/nano:.0f} nm, E {E_al:.0f} GPa, nu {nu_al}, "
      f"density {rho_al:.0f} kg/m^3 (rough)")
print(f"Speed shift from Al film: {film_shift:.3f} %")
print(f"Silicon film test, kh = {kh_test}: relative shift {own_shift:.1e}")
print(f"Heating {heating:.0f} K; moduli {c_slope*1e6:.0f} ppm/K, "
      f"density {rho_slope*1e6:.0f} ppm/K (rough)")
print(f"Speed shift from heating: {heat_shift:.3f} %")
print(f"Speed shift, doping lowers (C11-C12)/2 by {100*drop:.0f} % (rough): "
      f"{dope_shift:.3f} %")
print(f"Air: {rho_air} kg/m^3, {c_air:.0f} m/s (rough); "
      f"Q from radiation: {Q_air:.2e}")
print(f"Envelope at back face of {wafer/micro:.0f} um wafer: {back_face:.1e}")
print(f"Lattice dispersion (k a)^2/24, a = {lattice/nano:.3f} nm: "
      f"{lattice_shift:.1e}")
print("finished without a failed check")
```

Output:

```
Input C11, C12, C44: 165.7, 63.9, 79.6 GPa
Input density: 2329 kg/m^3
Anisotropy 2 C44/(C11-C12): 1.564
Root X = rho v^2: 56.3518 GPa
X from Ritz calculation: 56.3518 GPa
X from surface impedance: 56.3518 GPa
Left side of speed equation: 67675.5 GPa^(5/2)
Right side of speed equation: 67675.5 GPa^(5/2)
Surface-wave speed: 4.9189 km/s
Bulk shear speed along [100]: 5.846 km/s
Decay limit X_L: 74.340 GPa
Speed at decay limit: 5.650 km/s
Root 1 of squared equation: 314.706 +0.000i GPa
Root 2 of squared equation: 171.875 +0.000i GPa
Root 3 of squared equation: 56.352 +0.000i GPa
a = C11-X, b = C44-X: 109.348, 23.248 GPa
q1^2+q2^2: -0.0472; P = q1 q2: 0.4390
q1, q2: 0.4557 +/- 0.4809 i
Surface ratio W/(iU): -1.2260
Largest profile difference from Ritz: 1.6e-13
Isotropic test X/C44 (C11=3,C12=C44=1): 0.845299
Cubic crystals tested: 60
Isotropic formula, same C11 and C44: 5.153 km/s
Error of that formula: 4.75 %
Wavelength: 20 um
Frequency: 245.9 MHz
1/e depth of envelope: 6.98 um
Depth where horizontal motion vanishes: 3.69 um
d ln v/d ln C11, C12, C44: 0.380, -0.111, 0.231
Speed shift, direction off by 1 deg: 0.0029 %
Speed shift, direction off by 5 deg: 0.0715 %
Al film 100 nm, E 70 GPa, nu 0.35, density 2700 kg/m^3 (rough)
Speed shift from Al film: -0.544 %
Silicon film test, kh = 0.001: relative shift -2.7e-07
Heating 60 K; moduli -60 ppm/K, density -8 ppm/K (rough)
Speed shift from heating: -0.156 %
Speed shift, doping lowers (C11-C12)/2 by 2 % (rough): -0.437 %
Air: 1.2 kg/m^3, 343 m/s (rough); Q from radiation: 7.98e+04
Envelope at back face of 500 um wafer: 8.1e-32
Lattice dispersion (k a)^2/24, a = 0.543 nm: 1.2e-09
finished without a failed check
```
